Radial Stress at the Edge of a Cooled Through-Silicon Via

**Problem**

A through-silicon via is a metal cylinder of radius a that runs through a silicon chip and is bonded to it. Take both materials as isotropic and linear elastic, with the same Young modulus E = 130 GPa and the same Poisson ratio ν = 0.28. The thermal expansion coefficient of the metal exceeds that of silicon by Δα = 14.4 ppm/K. The chip is stress-free at some high temperature and is then cooled uniformly by Θ = 250 K.

Show that the radial stress at the via edge is about 325 MPa, and decide whether it is tensile or compressive. The via is long compared with its diameter, the point considered is far from both ends, and the silicon extends far beyond the via in every radial direction.

Tensile stress is counted as positive, and Θ is the size of the temperature drop, a positive number.

**Hints**

1. If both materials contracted by the same amount, there would be no stress. Which part of the contraction matters?

2. Far from the via, the silicon contracts freely along the axis. What does this imply for the axial strain of a long, bonded via?

3. By symmetry the displacement is radial and depends on r alone. Write the force balance in terms of this displacement and solve it in each material. One constant drops out on the axis and another far away.

4. Two quantities are continuous across the bonded edge. The hoop stress is not one of them.

**Full solution**

*Removing the common contraction.* Suppose that every point of the body shrinks by silicon's own thermal strain. The silicon is then stress-free, and the via is short of its natural contraction by the mismatch strain

e = Δα Θ = 14.4×10⁻⁶ K⁻¹ × 250 K = 0.0036.

Because the problem is linear, displacements and strains can be measured relative to this uniformly contracted state. The free thermal strain is then zero in silicon and −e in all directions in the via.

The wide silicon body sets the axial length, and the long via is bonded to it. The relative axial strain is therefore taken as zero in both materials, which is the condition of plane strain. Variation 1 checks this choice.

*Strains and stresses.* Let u(r) be the outward radial displacement. A ring of radius r changes its circumference in the ratio u/r, so the strains are

ε_r = du/dr, ε_θ = u/r, ε_z = 0.

Stress comes from the part of the strain that is not free thermal strain. With the Lamé constants

λ = Eν/[(1+ν)(1−2ν)], μ = E/[2(1+ν)],

Hooke's law in the via reads

σ_r = λ(ε_r + ε_θ + 3e) + 2μ(ε_r + e)
 = λ(ε_r + ε_θ) + 2με_r + (3λ+2μ)e.

The hoop stress σ_θ follows by exchanging ε_r and ε_θ. In silicon the term with e is absent.

*Force balance.* Radial equilibrium of a small ring segment requires

dσ_r/dr + (σ_r − σ_θ)/r = 0.

The term with e is constant within each material and drops out of both parts. Inserting the strains gives

(λ+2μ) d²u/dr² + λ[(1/r)du/dr − u/r²] + 2μ[(1/r)du/dr − u/r²] = 0.

All terms share the factor λ+2μ, so

d²u/dr² + (1/r)du/dr − u/r² = 0.

The left side is the derivative of (1/r)d(ru)/dr. That quantity is therefore a constant, which we call 2A. Then d(ru)/dr = 2Ar, and one more integration gives ru = Ar² + C, or

u = Ar + C/r.

In the via, C must vanish to keep u finite on the axis, so u = Ar. In silicon, the strain must vanish far away, so u = C/r.

*Stresses in each material.* In the via ε_r = ε_θ = A, and

σ_r = σ_θ = 2(λ+μ)A + (3λ+2μ)e.

In silicon ε_r = −C/r² and ε_θ = +C/r². Their sum is zero, which removes the λ term:

σ_r = −2μC/r², σ_θ = +2μC/r².

*Conditions at the edge.* The bond makes u continuous at r = a:

Aa = C/a, so C = Aa².

The two materials exert equal and opposite forces on each other, so σ_r is continuous as well:

−2μA = 2(λ+μ)A + (3λ+2μ)e.

Moving the A terms to one side gives −2(λ+2μ)A = (3λ+2μ)e, or

A = −(3λ+2μ)e/[2(λ+2μ)].

The two combinations of Lamé constants are

λ+2μ = E[ν + (1−2ν)]/[(1+ν)(1−2ν)] = E(1−ν)/[(1+ν)(1−2ν)],

3λ+2μ = E[3ν + (1−2ν)]/[(1+ν)(1−2ν)] = E/(1−2ν).

Their ratio gives

A = −(1+ν)e/[2(1−ν)].

The edge stress, called S from here on, is the silicon expression at r = a:

S = −2μA = [E/(1+ν)] × (1+ν)e/[2(1−ν)],

S = E Δα Θ/[2(1−ν)].

*Numbers.* The product Ee is 130 GPa × 0.0036 = 468 MPa, and 2(1−ν) = 1.44. Hence

S = 468 MPa/1.44 = 325 MPa = 3.25×10⁸ Pa.

The sign is positive, so the stress is tensile: the via shrinks more than its surroundings and pulls the silicon inward.

The force balance can be checked from both sides of the edge. The in-plane strain of the via is A = −1.28 × 0.0036/1.44 = −0.0032. With 2μ = 101.56 GPa, the silicon side gives 101.56 GPa × 0.0032 = 325 MPa. On the via side, 2(λ+μ) = 230.82 GPa and 3λ+2μ = 295.45 GPa, so

σ_r = −230.82 GPa × 0.0032 + 295.45 GPa × 0.0036 = 325 MPa.

*The role of the radius.* The radius a cancels from S, so in this model a narrow via has the same edge stress as a wide one. The displacement does scale with a. For a = 2.5 µm the edge moves inward by 0.0032 × 2.5 µm = 8 nm relative to freely contracting silicon. The reach of the stress also scales with a, because in silicon

σ_r = S a²/r², σ_θ = −S a²/r².

The radial stress has fallen to 81 MPa at r = 2a and to 13 MPa at r = 5a.

*The other components.* At the edge the hoop stress jumps from +325 MPa in the via to −325 MPa in silicon. Equilibrium allows this, since hoop stress does not act on the interface. The silicon value is negative because the inward motion shortens the circles around the via.

For the axial stress in the via, set the total axial strain to zero:

0 = −e + [σ_z − ν(S + S)]/E, so σ_z = Ee + 2νS.

Since Ee = 2(1−ν)S, this is σ_z = 2S = 650 MPa. In silicon σ_z = ν(σ_r + σ_θ) = 0.

*When the elastic answer fails.* A ductile metal begins to flow when its von Mises stress reaches the yield stress. That measure is

σ_vM = √{[(σ_r−σ_θ)² + (σ_θ−σ_z)² + (σ_z−σ_r)²]/2}.

With the via stresses (S, S, 2S) it equals S, or 325 MPa, throughout the via. If the yield stress of the metal is lower than this, the via yields before the cooling is complete, and the formula holds only for the first part of the temperature drop. In silicon at the edge, the stresses (S, −S, 0) give √3 S = 563 MPa. For a brittle material this number measures the shear loading and is not a fracture criterion.

The solution also fails near the wafer surfaces. A free surface cannot carry the axial stress of 650 MPa, so the field must change there. It can be cancelled by a pressure 2S on the end of the via. A uniform pressure q on a circle of radius a of a half-space gives the surface radial stress (1−2ν)q a²/(2r²) outside the circle, so on the surface of a thick wafer the silicon carries σ_r = [S + (1−2ν)S] a²/r² = Ee a²/r². The prefactor is 468 MPa, larger than S. The difference in elastic constants between a real via metal and silicon, the elastic anisotropy of silicon, a liner between the materials and any variation of Δα with temperature are left out too. The first two are not small. The values E = 130 GPa and ν = 0.28 belong to the ⟨100⟩ directions of silicon and give its smallest shear modulus, about 51 GPa against C₄₄ ≈ 80 GPa. For an elastic copper via in a (001) silicon wafer the edge stress is roughly 30% above 325 MPa.

**Variation 1: a silicon cylinder of finite radius**

*Let the silicon end at a radius b, with no force on its outer side and no net axial force. How does the edge stress change?*

Start from the solution above and cut the silicon at r = b. Two unwanted loads remain. The outer side carries the radial stress p = S a²/b², and the cross-section carries the axial force 2S × πa², all of it in the via.

Both can be cancelled by adding a uniform stress. Because the moduli are equal, a uniform stress produces the same uniform strain in via and silicon, so the bond stays intact. The added components are

Δσ_r = Δσ_θ = −p, Δσ_z = −2S a²/b² = −2p.

The last value follows from spreading the force −2S πa² over the area πb². The edge stress becomes

σ_r(a) = S(1 − a²/b²).

The added axial strain is

ε_z = [−2p − ν(−p − p)]/E = −2(1−ν)p/E = −e a²/b²,

where 2(1−ν)S = Ee was used in the last step.

For b = 2a the edge stress is 244 MPa and the axial strain is −0.0009, a quarter of the mismatch strain. For b = 10a they are 322 MPa and −0.000036. As b/a grows, the axial strain relative to free silicon tends to zero, which justifies the plane-strain condition for an isolated via in a cylinder that is long compared with b. In a wafer that is wide compared with its thickness H, the correction comes from the two free faces instead. There the axial force 2S πa² is released at a distance H/2 from the mid-plane, and its effect on the mid-plane falls off as a²/H².

A finite-element solution of the radial problem, which starts from the same strains and Hooke's law but does not use the solved formulas for displacement and stress, gives 324.97 MPa for b = 100a with the axial strain held at zero. The factor 1 − a²/b² is the same in that case, since a uniform axial stress leaves the radial stress unchanged. The formula then predicts a reduction of one part in 10⁴ from 325 MPa, in agreement with the numerical output.

**Variation 2: a thin slice**

*Let the chip be a slice much thinner than the via diameter, and use the approximation σ_z = 0 everywhere. What is the edge stress now?*

Call the new edge stress T. The via again has σ_r = σ_θ = T, and the silicon has σ_r = Ta²/r² and σ_θ = −Ta²/r². The hoop strain at the edge must agree on both sides:

via: ε_θ = −e + (T − νT)/E,

silicon: ε_θ = (−T − νT)/E.

Equating them, the νT terms cancel and 2T/E = e remains, so

T = Ee/2 = 468 MPa/2 = 234 MPa.

The long via has a stress larger by the factor 1/(1−ν) = 1.39. The cause is its axial tension 2S. Through the Poisson effect this tension adds an in-plane contraction 2νS/E to the mismatch e. Using the enlarged mismatch in the thin-slice result gives

S = (E/2)(e + 2νS/E) = Ee/2 + νS,

and therefore S = Ee/[2(1−ν)], as before. For ν = 0 the two edge stresses coincide, although the long via still carries an axial stress.

The thin-slice result ignores the different thickness changes of via and silicon at their bonded edge. It is a separate limiting case, and 234 MPa should not be read as the stress at the surface of a thick wafer.

Computed results

```
Young modulus E: 130.0 GPa
Poisson ratio: 0.28
expansion mismatch: 14.4 ppm/K
temperature drop: 250 K
via radius: 2.50 um
mismatch strain e: 0.003600
E*e: 468.00 MPa
2*mu: 101.5625 GPa
2*(lambda+mu): 230.8239 GPa
3*lambda+2*mu: 295.4545 GPa
via in-plane strain A: -0.003200
edge displacement: -8.000 nm
edge radial stress S: 325.00 MPa
edge radial stress S: 3.2500e+08 Pa
finite elements, b/a=100: 324.97 MPa
via hoop stress: 325.00 MPa
via axial stress: 650.00 MPa
silicon hoop stress at edge: -325.00 MPa
von Mises stress in via: 325.00 MPa
von Mises stress in silicon at edge: 562.92 MPa
silicon radial stress at r=2a: 81.25 MPa
silicon radial stress at r=3a: 36.11 MPa
silicon radial stress at r=5a: 13.00 MPa
edge radial stress for b=2a: 243.75 MPa
force-free axial strain for b=2a: -0.000900
edge radial stress for b=5a: 312.00 MPa
force-free axial strain for b=5a: -0.000144
edge radial stress for b=10a: 321.75 MPa
force-free axial strain for b=10a: -0.000036
thin-slice edge radial stress: 234.00 MPa
ratio long via / thin slice: 1.3889
```
